# Weaire's Sum Rule for Trivalent Planar Grain Networks

A metal film whose grains run from bottom to top can be described by a planar map: grains are regions, and grain boundaries are the lines between them. This problem asks how the side number of a grain is related, on average, to the side numbers of its neighbours.

Let the map contain $N$ grains. A side is a stretch of boundary between two successive junctions, with one grain on either side of it. Let $n_i$ be the number of sides that grain $i$ shares with other grains; a piece of the film's outer edge does not count. Let $m_i$ be the mean of the side numbers found across those $n_i$ sides. If $i$ meets the same neighbour along two separate sides, that neighbour enters the mean twice. Every grain is a region without holes, no grain borders itself, and each grain has at least one neighbour.

Angle brackets denote an average over grains with equal weight, not weighted by area. The fraction of grains with $n$ sides is $p(n)$, the mean of $m_i$ over those grains is $m(n)$, and the variance of the side number is

$$\mu_2=\frac1N\sum_i\left(n_i-\langle n\rangle\right)^2=\langle n^2\rangle-\langle n\rangle^2 .$$

The quantity of interest is

$$W=\sum_n p(n)\,n\,m(n).$$

## (a) Express $W$ through the mean and variance of the side number alone.

**Solution.** First undo the grouping into classes. There are $Np(n)$ grains with $n$ sides, so

$$p(n)\,m(n)=\frac1N\sum_{i:\,n_i=n}m_i .$$

Multiplying by $n$, which equals $n_i$ for every grain in this sum, and adding the classes gives

$$W=\frac1N\sum_i n_i m_i .$$

Now let $k_{ij}$ be the number of sides that grains $i$ and $j$ share. It is zero if they do not touch along a side, and it is symmetric, $k_{ij}=k_{ji}$, because a shared side belongs to both grains. Counting all sides of grain $i$ gives $n_i=\sum_j k_{ij}$. By the definition of the neighbour mean,

$$m_i=\frac{1}{n_i}\sum_j k_{ij}n_j,
\qquad\text{so}\qquad
n_i m_i=\sum_j k_{ij}n_j .$$

The factor $n_i$ has removed the denominator. Insert this in $W$ and exchange the order of the two finite sums:

$$W=\frac1N\sum_i\sum_j k_{ij}n_j
=\frac1N\sum_j n_j\left(\sum_i k_{ij}\right).$$

By symmetry the bracket is the number of sides of grain $j$, that is $n_j$. Therefore

$$W=\frac1N\sum_j n_j^2=\langle n^2\rangle=\langle n\rangle^2+\mu_2 .$$

In words, grain $j$ is seen once through each of its $n_j$ sides, and each time it contributes $n_j$. The square arises because grains with many sides are also seen more often.

Nothing has been assumed about the junctions, the size of the map, or the way the grains grew. The result is a property of counting. It follows that a complete list of shared sides must satisfy it, whatever the material. If measured data violate it, the counting is inconsistent, for example because neighbours outside the map entered $m_i$ but were left out of the outer average.

## (b) Find $W$ for a periodic network in which three boundaries meet at every junction.

**Solution.** Only $\langle n\rangle$ is missing, and it follows from the angles. Walk once round a grain, keeping it on the left. The direction of travel turns through $2\pi$ in total. At a corner with interior angle $\alpha$ it turns by $\pi-\alpha$; along a curved side it turns by some angle $\tau$, which is zero if the side is straight. For a grain with $n_i$ sides, and hence $n_i$ corners,

$$\sum_{\text{corners}}(\pi-\alpha)+\sum_{\text{sides}}\tau=2\pi .$$

Add this equation over all grains of one period. Each side is traversed twice, in opposite directions, by the two grains that share it. Its two contributions $\tau$ have opposite signs and cancel. The interior angles round each junction add up to $2\pi$, so with $V$ junctions in the period

$$\pi\sum_i n_i-2\pi V=2\pi N,
\qquad\text{or}\qquad
\sum_i n_i=2N+2V .$$

Where three boundaries meet, three grain corners meet too. Counting corners by junction gives $\sum_i n_i=3V$. Equating the two expressions,

$$3V=2N+2V\quad\Rightarrow\quad V=2N,
\qquad \sum_i n_i=6N,\qquad \langle n\rangle=6 .$$

With part (a), this gives

$$\boxed{W=36+\mu_2}$$

This is Weaire's sum rule. A honeycomb is the simplest case: every grain has six sides and six-sided neighbours, so $\mu_2=0$ and $W=36$. Disorder raises $W$ by the variance. The boundaries need not meet at $120^\circ$, since only the sum of the angles at a junction was used.

## (c) A real film has an edge. Find the correction for a finite piece, and state when it vanishes.

**Solution.** Take a connected piece without holes. Where a grain boundary reaches the rim, it meets two stretches of rim, so this point is again a junction of three lines. A bare corner of a rectangular film is not counted as a junction. Let the boundaries divide the rim into $B$ segments, and let $E$ be the number of all lines between junctions, rim segments included.

A connected planar drawing with $N$ enclosed regions obeys $V-E+N=1$. To see this, build it up from a single point, for which $V=1$ and $E=N=0$. A new line ending at a new point raises $V$ and $E$ by one each. A new line between existing points raises $E$ by one and closes off one more region, so $N$ also rises by one. Neither step changes $V-E+N$.

Each line has two ends and each junction receives three, so $3V=2E$. Substituting $V=2E/3$,

$$\frac{2E}{3}-E+N=1\quad\Rightarrow\quad E=3(N-1).$$

Of these lines, $E-B$ separate two grains, and each of those is a side of two grains. Hence

$$\sum_i n_i=2(E-B)=6N-6-2B,$$

$$\langle n\rangle=6-d,\qquad d=\frac{2B+6}{N}.$$

Part (a) holds for the finite piece without change, so

$$W-(36+\mu_2)=(6-d)^2-36=-12d+d^2 .$$

The right-hand side vanishes when $N\to\infty$ and $B/N\to0$. This is the meaning of a large network here. No upper limit on the side number or on $\mu_2$ is required, since $\mu_2$ does not appear on the right.

For square pads with the same grain structure, $B$ grows as the side length $L$ and $N$ as $L^2$, so $d$ falls as $1/L$. The error is a ratio of rim to area and therefore fades slowly.

The opposite case is a line so narrow that each grain spans its width, a bamboo structure. Each of the $N-1$ boundaries reaches the rim at two points, so $B=2(N-1)$ and

$$d=\frac{4(N-1)+6}{N}=4+\frac2N,\qquad \langle n\rangle=2-\frac2N .$$

This is right: the inner grains have two neighbours and the two end grains have one. Directly, $W=\langle n^2\rangle=[4(N-2)+2]/N=4-6/N$. However long the line becomes, $W$ approaches 4 and not 36, because $B/N$ tends to 2. A large number of grains is thus not sufficient.

## (d) What does the rule say about a typical neighbour, and does it determine $m(n)$?

**Solution.** Choose a side of a periodic trivalent network at random, and then one of the two grains beside it. Grain $j$ is selected with probability $n_j/\sum_i n_i$. The mean side number found in this way is

$$\frac{\sum_j n_j\,n_j}{\sum_i n_i}=\frac{\langle n^2\rangle}{\langle n\rangle}
=\frac{36+\mu_2}{6}=6+\frac{\mu_2}{6}.$$

It exceeds 6 whenever the side numbers are not all equal, since grains with many sides offer more sides through which to be found. If the neighbour mean did not depend on $n$, this would be the value of $m(n)$ for every class.

The rule does not require such independence. Consider the linear form known as the Aboav–Weaire law,

$$n\,m(n)=36+\mu_2+(6-a)(n-6),$$

with a constant $a$. Since $\langle n-6\rangle=0$, its average is $36+\mu_2$ for every $a$. The sum rule fixes the value of this line at $n=6$ but leaves its slope free. Nor does it show that $n\,m(n)$ is linear at all; that would need information about the arrangement of the grains.

## (e) Apply the results to a model of an aluminium interconnect film.

**Solution.** Let the mean grain diameter be defined as the diameter of a disk whose area equals the mean grain area. Take it to be $0.50\ \mu\text{m}$, a rough typical size for such a film. The mean grain area is then $\pi(0.50\ \mu\text{m})^2/4=0.196\ \mu\text{m}^2$. The grain map is a Voronoi network: seeds are placed at random, and each grain consists of the points nearer to its seed than to any other. This is the pattern formed if all grains nucleate at once and grow at one speed until they meet. It was computed for 4000 grains in a periodic square of side $28.0\ \mu\text{m}$, and the sides were then counted.

| $n$ | $p(n)$ | $m(n)$ | $p(n)\,n\,m(n)$ |
|---:|---:|---:|---:|
| 3 | 0.01325 | 7.006 | 0.279 |
| 4 | 0.11000 | 6.682 | 2.940 |
| 5 | 0.24675 | 6.489 | 8.005 |
| 6 | 0.28950 | 6.311 | 10.962 |
| 7 | 0.21450 | 6.166 | 9.258 |
| 8 | 0.09300 | 6.044 | 4.497 |
| 9 | 0.02725 | 5.953 | 1.460 |
| 10 | 0.00450 | 5.844 | 0.263 |
| 11 | 0.00125 | 5.636 | 0.078 |

The last column adds up to $W=37.74$. The first two columns give $\langle n\rangle=6$ and

$$\mu_2=\sum_n p(n)(n-6)^2=1.741,$$

so $36+\mu_2=37.74$, in agreement. These digits belong to this particular map: other random maps of the same size give $\mu_2$ scattered by about 0.04 around 1.78, each obeying the rule with its own $\mu_2$. The mean side number across a random boundary is $6+1.741/6=6.29$.

In this map $m(n)$ falls as $n$ rises: grains with few sides have neighbours with many. The linear law of part (d) would require $m(6)=6.29$, while the map has 6.31. In a single map this difference is not much larger than the scatter, about 0.01, but it is systematic. Averaged over many such maps, $m(6)$ exceeds $6+\mu_2/6$ by about 0.018, and the steps of $n\,m(n)$ from $n=4$ to $n=8$ shrink steadily (about 5.6, 5.4, 5.3, 5.2). For this network $n\,m(n)$ is slightly curved, and the linear law is only approximate. The last class contains five grains, so its $m(n)$ is poorly determined as a property of the model. The sum rule still holds for the map as it stands, because it does not rest on good statistics.

Next, random seeds at the same density were placed in finite rectangles, with the walls cutting off the outer grains. One map was made for each size:

| size ($\mu$m) | $N$ | $B$ | $d$ | $W-(36+\mu_2)$ |
|---:|---:|---:|---:|---:|
| 14 × 14 | 998 | 109 | 0.224 | −2.64 |
| 28 × 28 | 3993 | 242 | 0.123 | −1.46 |
| 56 × 56 | 15972 | 454 | 0.057 | −0.68 |
| 2 × 50 | 509 | 203 | 0.809 | −9.06 |

For the line in the last row, $d=(2\times203+6)/509=0.809$, and the correction is $-12(0.809)+(0.809)^2=-9.06$. Its variance is $\mu_2=2.06$, so $W=36+2.06-9.06=29.0$.

Doubling the side of the pad divides $d$ by 1.83 and then by 2.14, near the factor 2 expected from the $1/L$ law. The departures reflect the rim counts, which rise by factors of 2.22 and 1.88 instead of 2. With one random map per size, they cannot be assigned to a trend.

The largest pad gives $d\approx3.2\ \mu\text{m}/L$. To bring the edge correction down to 1% of 36, one needs $12d\approx0.36$, or $d\approx0.03$. At this grain size that means a pad roughly $110\ \mu\text{m}$ wide, if the $1/L$ law continues to hold. This figure applies when all seeds lie inside the pad. If the pad, or a field of view, is cut out of a continuous film, grains seeded outside reach into it and boundaries cross the rim about $\sqrt2$ times as often. Then $d\approx4.5\ \mu\text{m}/L$, and the width needed is about $150\ \mu\text{m}$. This holds for the count of part (c), in which rim grains are cut off and only sides inside the window count. In a field of view the film continues beyond the window, so full side numbers can be used instead. If the grains whose seeds lie in the window are averaged with their full $n_i$ and $m_i$, the rule of part (a) is no longer exact, but $W$ agrees with $36+\mu_2$ to within about 0.05 already for a window $14\ \mu\text{m}$ wide.

## (f) Very short boundaries may be missed in a measured map. How does this change the rule?

**Solution.** A boundary too short to be resolved looks like a point, and the junctions at its two ends appear as one junction of four boundaries; two adjacent short boundaries give a junction of five. Let $z$ be the mean number of boundaries per junction in a periodic network. The angle sum of part (b) still gives $\sum_i n_i=2N+2V$, but the corner count is now $\sum_i n_i=zV$. Hence

$$(z-2)V=2N,\qquad
\langle n\rangle=\frac{zV}{N}=\frac{2z}{z-2},\qquad
W=\left(\frac{2z}{z-2}\right)^2+\mu_2 .$$

For $z=3$ this returns $36+\mu_2$. For a square grid $z=4$, $\langle n\rangle=4$ and $W=16$.

If a fraction $f$ of the $3N$ sides of a trivalent network is lost and no grain disappears, then $\langle n\rangle=2\times3N(1-f)/N=6(1-f)$. In the periodic aluminium map, 3.18% of the boundaries are shorter than $0.02\ \mu\text{m}$. Treating these as points gives $\langle n\rangle=6(1-0.0318)=5.81$, with $z=3.05$. The apparent variance, counted again on the altered map, is 1.65, so

$$W=33.74+1.65\approx35.4 .$$

This is 2.3 below the true 37.74. Most of the change comes from $\langle n\rangle^2$, which falls from 36 to 33.74; the variance falls by only 0.09. Other random maps of the same size lose about 3.4% of their boundaries, with a gap of about $2.5\pm0.1$. A small fraction of lost boundaries matters because the relative error of $\langle n\rangle$ is nearly doubled on squaring.

These numbers can be set beside a real aluminium film. The grain size is typical in order of magnitude, but random simultaneous nucleation is a model, and annealing can give a different $\mu_2$ and a different $m(n)$. Neither change would affect the rule. What a patterned conductor does break is the assumption of a negligible rim: in the model line $2\ \mu\text{m}$ wide, $W$ lies 9.1 below that line's own $36+\mu_2$, and about 10 below if the line is cut from a continuous film instead of seeded within its walls. The loss of short boundaries opens a gap of only 2.3 in the periodic map, and this figure also belongs to the model. A more regular network has fewer short boundaries: moving each seed five times to the centroid of its grain lowers the lost fraction to about 1.7% and the gap to about 1.2. If the grains are not columnar, a map of the surface describes that surface and not the whole film.

## (g) Does it matter if each neighbour is counted only once?

**Solution.** It matters when two grains share more than one side. Let $q_i$ be the number of distinct neighbours of grain $i$. Counting each once replaces $n_i m_i$ by

$$\frac{n_i}{q_i}\sum_{j\ \text{touching}\ i}n_j .$$

The factor $n_i/q_i$ no longer cancels, so the sum over $i$ does not reduce to $\sum_j n_j^2$. If every pair of neighbours shares a single side, then $q_i=n_i$ and the two conventions agree. This is so in a large periodic Voronoi map, whose grains are convex and meet along one straight side.

A strongly disordered network shows the difference. Start with a periodic honeycomb of 1600 grains and choose boundaries at random. At each exchange, the chosen boundary between two grains is removed, and a new one is made between the two grains at its ends. The first pair loses one side each and the second pair gains one each, while all junctions remain threefold. Exchanges that would leave a grain with fewer than two sides, or make it border itself, are refused.

After 34,519 exchanges, $\mu_2=20.80$. Counting by sides gives $W=56.80=36+20.80$, although this network is far from a honeycomb and was not made by the Voronoi construction. Counting each distinct neighbour once gives 54.51, which is 4% below the value counted by sides.

One could instead use $q_i$ throughout, both as the side number and in the neighbour mean. The argument of part (a) then gives $\langle q\rangle^2$ plus the variance of $q$. But $\langle q\rangle$ is less than 6 as soon as any pair of grains shares several sides, so the number 36 is lost. The rule in its standard form needs both the count by sides and the threefold junctions.
